# Why Stronger Ionicity Shortens Midgap Penetration at Fixed Hopping

## An eightfold change that shortens the length sevenfold

In a chain with hopping strength 2 eV and site spacing 0.25 nm, let the site energies alternate between $+\Delta$ and $-\Delta$. At midgap, the density of a state that leaks in from a metal decays over 1.003 nm when $\Delta=0.5$ eV, and over 0.142 nm when $\Delta=4$ eV. The ionicity has risen by a factor of 8 and the length has fallen by a factor of about 7.1. Two things need an explanation: why the length falls at all, and why it falls by less than the factor of 8.

Several quantities could matter: the site-energy mismatch, the hopping, the position of the energy in the gap, the metal, and any alternation of the bonds. They are taken in turn below.

## The chain and its gap

Site $n$ lies at $x=na$ and carries one orbital with energy $\varepsilon_n=(-1)^n\Delta$, where $\Delta>0$. Orbitals on different sites are taken as orthogonal. The Hamiltonian matrix element between neighbours is $-t$, with $t>0$. The amplitudes $c_n$ of a state of energy $E$ obey

$$\varepsilon_n c_n-t(c_{n-1}+c_{n+1})=Ec_n,$$

or

$$(\varepsilon_n-E)c_n=t(c_{n-1}+c_{n+1}).\tag{1}$$

"Ionicity" here means $\Delta$. Electron interactions and the electrostatic dipole of a real interface are left out.

The pattern repeats every two sites, so we look for solutions with $c_{n+2}=\lambda c_n$. Take $n$ even. Since $c_{n-1}=c_{n+1}/\lambda$, equation (1) at sites $n$ and $n+1$ gives

$$(\Delta-E)c_n=t\left(1+\frac1\lambda\right)c_{n+1},$$

$$(-\Delta-E)c_{n+1}=t(1+\lambda)c_n.$$

These two homogeneous equations have a nonzero solution when their determinant vanishes, which means that the product of the left-hand coefficients equals the product of the right-hand ones:

$$E^2-\Delta^2=t^2(1+\lambda)\left(1+\frac1\lambda\right)=t^2\left(2+\lambda+\frac1\lambda\right).\tag{2}$$

A wave that travels without decay has $\lambda=e^{2ika}$. Then $2+\lambda+1/\lambda=2+2\cos(2ka)=4\cos^2(ka)$, and

$$E^2=\Delta^2+4t^2\cos^2(ka).$$

The smallest value of $|E|$ is $\Delta$, reached at $ka=\pi/2$. The gap therefore runs from $-\Delta$ to $+\Delta$, has width $2\Delta$, and has its middle at $E=0$.

Inside the gap the left side of (2) is negative, so $\lambda+1/\lambda<-2$. This requires $\lambda$ to be real, negative and different from $-1$. Of the two roots, $\lambda$ and $1/\lambda$, one decays to the right. Write it as $\lambda=-e^{-2\kappa a}$ with $\kappa>0$. Then

$$2+\lambda+\frac1\lambda=2-2\cosh(2\kappa a)=-4\sinh^2(\kappa a),$$

and (2) becomes

$$\sinh^2(\kappa a)=\frac{\Delta^2-E^2}{4t^2}.\tag{3}$$

At midgap, $E=0$, the positive root is $\sinh(\kappa a)=\Delta/2t$, so

$$\boxed{\kappa=\frac1a\,\operatorname{arcsinh}\frac{\Delta}{2t}}\tag{4}$$

Over each two-site period the amplitude falls as $e^{-\kappa x}$ and the density as $e^{-2\kappa x}$. At $E=0$ this also holds from one site to the next, as shown below. Away from midgap the single-step density ratios alternate: the site equations with (3) give $e^{-2\kappa a}(\Delta-E)/(\Delta+E)$ for a step from a site of energy $+\Delta$ and $e^{-2\kappa a}(\Delta+E)/(\Delta-E)$ for the next, and one of these can exceed 1. The penetration depth quoted in these notes is that of the density, $\delta=1/(2\kappa)$.

## The contribution of the site-energy mismatch

Formula (4) gives the trend, and the site equations show its cause. Set $E=0$ and find how the amplitude changes in a single step. From the equation for an even site,

$$\frac{c_{n+1}}{c_n}=\frac{\Delta}{t(1-e^{2\kappa a})}.$$

By (4), $\Delta/t=2\sinh(\kappa a)=e^{\kappa a}-e^{-\kappa a}=e^{-\kappa a}(e^{2\kappa a}-1)$, so this ratio is $-e^{-\kappa a}$. The next step must complete the two-site factor $-e^{-2\kappa a}$, and its ratio is therefore $+e^{-\kappa a}$. The magnitude falls by the same factor at every step, while the signs run $+,-,-,+,+$ from a site of energy $+\Delta$.

The two neighbours of any site thus have opposite signs. Their magnitudes, relative to that of the site between them, are $e^{\kappa a}$ on the side of the source and $e^{-\kappa a}$ on the far side. Equation (1) then says

$$\frac{\Delta}{t}=e^{\kappa a}-e^{-\kappa a}.\tag{5}$$

If $\Delta=0$, a state at $E=0$ is in resonance with every site. The two neighbours must cancel, which they do with equal magnitudes, and the wave does not decay. If $\Delta>0$, each site is off resonance by $\Delta$, and the hopping terms can supply the balance only if the neighbours fail to cancel. That alone does not force decay: if every site were off resonance by the same amount with the same sign, and by less than $2t$, a travelling wave could meet the condition by adjusting its wavelength. Here the mismatch changes sign from site to site, and no travelling wave satisfies both site equations at $E=0$. The two neighbours have opposite signs, so they fail to cancel only if their magnitudes differ. In the state that leaks in from the source, the nearer neighbour is the larger one, which is decay. A greater mismatch needs a greater imbalance, and hence a steeper fall.

For $\Delta=t=2$ eV, fix the amplitude at 1 on site 0, which has energy $+\Delta$. The next amplitudes are $-0.618$, $-0.382$, $+0.236$ and $+0.146$. At site 1 the left side of (1) is $(-2\text{ eV})(-0.618)=1.236$ eV. The neighbours sum to $1-0.382=0.618$, and multiplication by 2 eV gives the same 1.236 eV.

Equation (5) also gives the length by simple arithmetic. With $y=e^{\kappa a}$ it reads $y^2-(\Delta/t)y-1=0$, whose positive root is

$$y=\frac{\Delta}{2t}+\sqrt{1+\left(\frac{\Delta}{2t}\right)^2}.$$

For $\Delta/2t=0.5$ this is $y=1.618$. Hence $\kappa a=\ln 1.618=0.481$ and $\delta=0.25\text{ nm}/(2\times0.481)=0.260$ nm.

## The contribution of the hopping

Hopping works against the mismatch: in (4) the two enter only as $\Delta/t$. Doubling both leaves $\kappa$ unchanged, although the gap doubles. The statement that stronger ionicity shortens the penetration is therefore a statement at fixed $t$ and $a$. If two materials differ in hopping as well, the one with larger $\Delta$ can have the longer penetration.

At fixed hopping the trend is strict. Differentiating (4),

$$\frac{d\kappa}{d\Delta}=\frac1a\,\frac{1}{\sqrt{1+(\Delta/2t)^2}}\,\frac1{2t}=\frac{1}{a\sqrt{4t^2+\Delta^2}}>0.$$

To compare relative changes, use $\ln\delta=-\ln(2\kappa)$:

$$\frac{d\ln\delta}{d\ln\Delta}=-\frac{\Delta}{\kappa}\frac{d\kappa}{d\Delta}=-\frac{1}{\kappa a}\frac{\Delta}{\sqrt{4t^2+\Delta^2}}.$$

Since $\sinh(\kappa a)=\Delta/2t$ and $\cosh(\kappa a)=\sqrt{1+(\Delta/2t)^2}$, the last fraction is $\tanh(\kappa a)$. Thus

$$\frac{d\ln\delta}{d\ln\Delta}=-\frac{\tanh(\kappa a)}{\kappa a}.\tag{6}$$

For positive $y$, $\tanh y<y$, so the magnitude of this slope is below 1. A doubling of $\Delta$ must then shorten $\delta$ by less than a factor of 2. The slope is $-0.995$ at $\Delta=0.5$ eV and $-0.802$ at 4 eV. The three successive doublings between these values shorten $\delta$ by factors of 1.985, 1.945 and 1.832. Their product is the factor of 7.1 found at the start.

## Two regimes of the inverse hyperbolic sine

**Weak ionicity, $\Delta\ll2t$.** With $u=\Delta/2t$, the expansion $\operatorname{arcsinh}u\approx u-u^3/6$ gives

$$\delta=\frac{a}{2\operatorname{arcsinh}u}\approx\frac{a}{2u}\left(1+\frac{u^2}{6}\right)=\frac{ta}{\Delta}\left(1+\frac{u^2}{6}\right).$$

To leading order the length is inversely proportional to the ionicity. For $\Delta=0.5$ eV the leading term is $2\times0.25/0.5=1.000$ nm, against 1.003 nm from the full formula. The difference of 0.26% agrees with $u^2/6$ for $u=0.125$. The amplitude changes little from one site to the next, apart from its sign pattern, and many sites share the decay.

**Strong ionicity, $\Delta\gg2t$.** Here $\operatorname{arcsinh}u=\ln\left(u+\sqrt{1+u^2}\right)\approx\ln(2u)=\ln(\Delta/t)$, so

$$\delta\approx\frac{a}{2\ln(\Delta/t)}.$$

In (5) the far neighbour has become negligible, which leaves $e^{\kappa a}\approx\Delta/t$. Each hop onto an off-resonant site costs an amplitude factor $t/\Delta$. A further doubling of $\Delta$ adds a fixed amount, $\ln2$, to $\kappa a$ and no longer doubles it. For $\Delta=40$ eV, a value chosen only to reach this regime, the limit gives 0.0417 nm and differs from the full result by about 0.1%.

A length below the site spacing should be read as a factor per site, because the model has no amplitude between sites. At $\Delta=4$ eV, $\delta=0.142$ nm means that each site holds 17% of the density of the one before it. At 0.5 eV the figure is 78%.

## The contribution of the energy within the gap

By (3), $\kappa$ is largest at $E=0$ and goes to zero at both band edges, where the penetration depth diverges. The midgap value is thus the shortest depth in the gap. The reason is again the mismatch: a state at energy $E$ is off resonance by $\Delta-E$ on one sublattice and by $\Delta+E$ on the other, and the decay depends on the product $(\Delta-E)(\Delta+E)$, which is greatest at the middle.

The trend with ionicity survives away from midgap. At fixed $E$ inside the gap, raising $\Delta$ raises the right side of (3) and so shortens the depth. A comparison between two chains can still mislead if the energy lies near midgap in one and near a band edge in the other.

## The contribution of the metal

Now let the semiconductor occupy sites $n\ge1$, and join site 1 to a semi-infinite metal chain. The metal has uniform site energy 0, so its band centre lies at midgap. All hoppings, including the one across the contact, have strength $t$.

The metal enters through the Green function $g$ of its end site. Adding one more site to a semi-infinite uniform chain reproduces the same chain, so $g=1/(E-t^2g)$. At $E=0$ this gives $g^2=-1/t^2$. The retarded root is $g=-i/t$, since the density of states $-\operatorname{Im}g/\pi$ must be positive. The metal therefore adds the self-energy $t^2g=-it$ to site 1.

Let site 1 have energy $s\Delta$ with $s=\pm1$. For a source on site 1, the Green function $G_{n1}$ in the semiconductor must be the decaying solution. The step ratios found above give $G_{21}=-s\,e^{-\kappa a}G_{11}$. The equation at site 1 is

$$(-s\Delta+it)G_{11}+tG_{21}=1.$$

Inserting $G_{21}$ and $\Delta=t(e^{\kappa a}-e^{-\kappa a})$, the terms in $e^{-\kappa a}$ cancel:

$$G_{11}=\frac{1}{-s\,t\,e^{\kappa a}+it}.$$

The density of states on site 1, per spin, is

$$D_1=-\frac{\operatorname{Im}G_{11}}{\pi}=\frac1\pi\,\frac{t}{t^2e^{2\kappa a}+t^2}=\frac{1}{\pi t\,(1+e^{2\kappa a})}.$$

For this metal, whose band is centred at midgap so that the self-energy is purely imaginary, it does not depend on $s$; a shifted band centre adds a real part and brings in a dependence on $s$. At $E=0$ the joined system has a single scattering state, a metal wave that is totally reflected, and its tail in the semiconductor is the decaying solution. Hence $D_n=D_1e^{-2\kappa a(n-1)}$. The geometric sum over sites is

$$D_{\rm tot}=\frac{D_1}{1-e^{-2\kappa a}}=\frac{1}{\pi t\,(1+e^{2\kappa a})(1-e^{-2\kappa a})}=\frac{1}{2\pi t\sinh(2\kappa a)},\tag{7}$$

because the product of brackets is $e^{2\kappa a}-e^{-2\kappa a}$.

For $\Delta=2$ eV the density factor per site is 0.382, so $e^{2\kappa a}=1/0.382=2.618$. Then $D_1=1/(2\pi\times3.618)=0.0440$ per eV and $D_{\rm tot}=0.0440/(1-0.382)=0.0712$ per eV.

Two effects of ionicity can now be weighed. From $\Delta=0.5$ to 4 eV, $D_{\rm tot}$ falls from 0.316 to 0.0281 per eV, a factor of 11.2. The density on the first site accounts for a factor of 3.0, since it falls from 0.0697 to 0.0233 per eV. The shorter tail accounts for the remaining factor of about 3.8. This is less than the 7.1 by which $\delta$ falls, because the sum $1/(1-e^{-2\kappa a})$ always includes the whole of the first site and cannot drop below 1, however short the tail. It falls from 4.53 to 1.21, while $\delta/a$ falls from 4.01 to 0.567.

The metal affects the prefactor $D_1$, which also depends on $\Delta$, but it does not affect the decay. The site equations for $n\ge2$ contain no metal quantity, so the ratio $D_{n+1}/D_n$ belongs to the semiconductor. A direct calculation with the metal's band centre moved by 1 eV and the contact hopping reduced to 1.2 eV confirms this: $D_1$ changes and the ratio does not. The metal must, of course, have states at the energy considered.

## Ionic and covalent contributions to the gap

So far the whole gap has come from $\Delta$. A gap can also come from alternating bonds. Let an even site have hopping strength $t_1$ to its right and $t_2$ to its left, both positive. The two site equations become

$$(\Delta-E)c_n=\left(t_1+\frac{t_2}{\lambda}\right)c_{n+1},$$

$$(-\Delta-E)c_{n+1}=(t_1+t_2\lambda)c_n,$$

and the determinant condition is

$$E^2-\Delta^2=t_1^2+t_2^2+t_1t_2\left(\lambda+\frac1\lambda\right).\tag{8}$$

For travelling waves $\lambda+1/\lambda=2\cos(2ka)$, and the smallest $E^2$ occurs where the cosine is $-1$. The half-gap $G$ obeys

$$G^2=\Delta^2+(t_1-t_2)^2.$$

At midgap, insert $E=0$ and $\lambda=-e^{-2\kappa a}$ in (8):

$$2t_1t_2\cosh(2\kappa a)=\Delta^2+t_1^2+t_2^2.$$

Subtract $2t_1t_2$ from both sides and use $\cosh(2\kappa a)-1=2\sinh^2(\kappa a)$:

$$4t_1t_2\sinh^2(\kappa a)=\Delta^2+(t_1-t_2)^2=G^2,$$

$$\sinh(\kappa a)=\frac{G}{2\sqrt{t_1t_2}}.\tag{9}$$

Raising $\Delta$ at fixed $t_1$ and $t_2$ still shortens the penetration. The ionic and covalent parts add in quadrature, however, so a small $\Delta$ has little effect on a chain whose gap is mainly covalent.

Equation (9) also shows what ionicity does not do. Take three chains with $G=1$ eV and $t_1t_2=4$ eV$^2$: one purely ionic ($\Delta=1$ eV), one mixed ($\Delta=0.8$ eV) and one purely covalent ($\Delta=0$). All three have a gap of 2 eV and $\delta=0.505$ nm. At equal gap and equal $t_1t_2$, the origin of the gap leaves no trace in the midgap decay length, taken from the factor $\lambda$ over a two-site cell of length $2a$. It does show in the pattern within the cell. With alternating bonds the two steps no longer carry equal factors. For $\Delta=0$, $E=0$ and $t_1>t_2$, the decaying root $\lambda=-t_2/t_1$ makes the bracket in the first site equation vanish, and the second then forces $c_n=0$, so the tail lives on one sublattice only. The density that a metal induces then also depends on which bond comes first at the contact, and (7) does not apply. In this model, ionicity shortens the penetration because it widens the gap while the hopping stays the same.

The numerical output below lists the values for each chain. They describe a single chain with one orbital per site; a real interface has several orbitals, motion parallel to the contact, and charge that rearranges, none of which is included here.

## Values computed for the example and the checks

```
hopping t = 2.00 eV; site spacing a = 0.250 nm
Delta = 0.50 eV: gap = 1.00 eV, Delta/(2t) = 0.1250
  kappa*a = 0.1247, kappa = 0.4987 1/nm, density decay length = 1.0026 nm
  density factor per site = 0.7793
  midgap density: site 1 = 0.06971 1/eV, total = 0.31585 1/eV
Delta = 1.00 eV: gap = 2.00 eV, Delta/(2t) = 0.2500
  kappa*a = 0.2475, kappa = 0.9899 1/nm, density decay length = 0.5051 nm
  density factor per site = 0.6096
  midgap density: site 1 = 0.06028 1/eV, total = 0.15440 1/eV
Delta = 2.00 eV: gap = 4.00 eV, Delta/(2t) = 0.5000
  kappa*a = 0.4812, kappa = 1.9248 1/nm, density decay length = 0.2598 nm
  density factor per site = 0.3820
  midgap density: site 1 = 0.04399 1/eV, total = 0.07118 1/eV
Delta = 4.00 eV: gap = 8.00 eV, Delta/(2t) = 1.0000
  kappa*a = 0.8814, kappa = 3.5255 1/nm, density decay length = 0.1418 nm
  density factor per site = 0.1716
  midgap density: site 1 = 0.02331 1/eV, total = 0.02813 1/eV
length ratio, Delta 0.5 to 1.0 eV = 1.9849
length ratio, Delta 1.0 to 2.0 eV = 1.9446
length ratio, Delta 2.0 to 4.0 eV = 1.8316
d ln(length)/d ln(Delta) at 0.5 eV = -0.9949
d ln(length)/d ln(Delta) at 1.0 eV = -0.9801
d ln(length)/d ln(Delta) at 2.0 eV = -0.9293
d ln(length)/d ln(Delta) at 4.0 eV = -0.8023
amplitudes on sites 0 to 6, Delta = 2 eV (site 0 at +Delta):
  +1.0000, -0.6180, -0.3820, +0.2361, +0.1459, -0.0902, -0.0557
neighbour sum at site 1 = 0.6180
weak limit, Delta = 0.5 eV: 1.0000 nm; full result 1.0026 nm
strong limit, Delta = 40.0 eV: 0.04173 nm; full result 0.04169 nm
chains with equal gap and equal t1*t2:
  ionic: Delta = 1.00 eV, t1 = 2.0000 eV, t2 = 2.0000 eV
    gap = 2.00 eV, length = 0.5051 nm
  mixed: Delta = 0.80 eV, t1 = 2.3224 eV, t2 = 1.7224 eV
    gap = 2.00 eV, length = 0.5051 nm
  covalent: Delta = 0.00 eV, t1 = 2.5616 eV, t2 = 1.5616 eV
    gap = 2.00 eV, length = 0.5051 nm
```
